# Trace map and total bandwidth of the diagonal Fibonacci chain: test program

```python
"""Diagonal Fibonacci chain: trace map, invariant and total bandwidth.

H psi_n = psi_(n+1) + psi_(n-1) + V_n psi_n, energies in units of the hopping t.
V_n = 0 on letter b and lam on letter a; words w_0=b, w_1=a, w_(k+1)=w_k w_(k-1).
F_k = length of w_k; x_k(E) = half trace of the transfer matrix of w_k.
B_k = total bandwidth of the chain that repeats w_k periodically.
Results under test:
  x_(k+1) = 2 x_k x_(k-1) - x_(k-2), with conserved invariant lam^2/4;
  B_k >= 4 F_k (lam+5)^-(k-1)      for every lam >= 0;
  B_k <= 4 F_k s^(-(k-1)/2)        for lam >= 8,
  s = ((lam-4) + sqrt((lam-4)^2 - 12)) / 2.
Both bounds are powers of F_k, because F_k grows geometrically with k.
"""
from fractions import Fraction
import numpy as np


def fibonacci_potential(k, lam):
    older, newer = [0 * lam], [lam]
    if k == 0:
        return older
    for _ in range(k - 1):
        older, newer = newer, newer + older
    return newer


def half_trace_by_product(energy, lam, k):
    """Multiply the site matrices one by one along the word."""
    a, b, c, d = 1, 0, 0, 1
    for v in fibonacci_potential(k, lam):
        a, b, c, d = (energy - v) * a - c, (energy - v) * b - d, a, b
    return (a + d) / 2


def trace_orbit(energy, lam, k):
    """Lists of x_j and dx_j/dE for j = -1..k; list position is j+1."""
    x = [1 + 0 * energy, energy / 2, (energy - lam) / 2]
    dx = [0.0, 0.5, 0.5]
    for _ in range(k - 1):
        new_x = 2 * x[-1] * x[-2] - x[-3]
        new_dx = 2 * (dx[-1] * x[-2] + x[-1] * dx[-2]) - dx[-3]
        x.append(new_x)
        dx.append(new_dx)
    return x, dx


def invariant(p, q, r):
    return p * p + q * q + r * r - 2 * p * q * r - 1


def bloch_energies(lam, k, theta):
    v = np.array(fibonacci_potential(k, float(lam)))
    n = len(v)
    hop = np.zeros((n, n), dtype=complex)
    for i in range(n):
        hop[i, (i + 1) % n] += np.exp(1j * theta) if i == n - 1 else 1.0
    return np.linalg.eigvalsh(np.diag(v) + hop + hop.conj().T)


def total_bandwidth(lam, k):
    return np.abs(bloch_energies(lam, k, 0.0)
                  - bloch_energies(lam, k, np.pi)).sum()


def growth_factor(lam):
    return ((lam - 4) + np.sqrt((lam - 4) ** 2 - 12)) / 2


# Trace map and invariant against explicit site products, exact arithmetic
for lam in (Fraction(8), Fraction(3, 2)):
    for energy in (Fraction(7, 5), Fraction(-1, 3), Fraction(0)):
        products = [half_trace_by_product(energy, lam, k) for k in range(10)]
        orbit, _ = trace_orbit(energy, lam, 9)
        assert orbit[1:] == products
        for k in range(2, 10):
            assert invariant(*products[k - 2:k + 1]) == lam ** 2 / 4

# Bloch condition x_k = cos(theta), and slope dx_k/dE from the band dispersion
for lam in (2.0, 8.0):
    theta, step = 1.0, 0.01
    slopes = (bloch_energies(lam, 6, theta + step)
              - bloch_energies(lam, 6, theta - step)) / (2 * step)
    for energy, slope in zip(bloch_energies(lam, 6, theta), slopes):
        x, dx = trace_orbit(energy, lam, 6)
        assert abs(x[-1] - np.cos(theta)) < 1e-7
        assert abs(dx[-1] * slope / -np.sin(theta) - 1) < 1e-3

# Structure of orbits at energies inside the bands of a 55-site cell.
# The slack covers eigenvalue rounding amplified by the large slopes dx/dE.
slack, k_test = 1e-5, 9
smallest_ratio, largest_trace = {}, {}
for lam in (0.5, 2.0, 8.0, 10.0):
    ratios, sizes = [], []
    for theta in (0.3, 1.2, 2.0, 2.9):
        for energy in bloch_energies(lam, k_test, theta):
            x, dx = (np.abs(u) for u in trace_orbit(energy, lam, k_test))
            small = x <= 1 + slack
            assert np.all(small[1:] | small[:-1])
            assert x.max() <= 1 + lam / 2 + slack
            assert dx[-1] <= 0.5 * (lam + 5) ** (k_test - 1) * (1 + slack)
            sizes.append(x.max())
            if lam < 8:
                continue
            assert not np.any(small[2:] & small[1:-1] & small[:-2])
            for p in np.flatnonzero(~small):
                assert x[p] >= lam / 2 - 1 - slack
                assert dx[p] <= (dx[p - 1] + dx[p + 1]) * (1 + slack)
                if p >= 2 and small[p - 2]:
                    assert dx[p] <= (dx[p - 1] + dx[p - 2]) * (1 + slack)
            places = np.flatnonzero(small)
            for before, after in zip(places[:-1], places[1:]):
                if dx[before] > 0:
                    ratios.append(dx[after] / dx[before])
    largest_trace[lam] = max(sizes)
    if lam >= 8:
        smallest_ratio[lam] = min(ratios)
        assert smallest_ratio[lam] >= growth_factor(lam) * (1 - slack)

# Total bandwidth from diagonalization against the two bounds
k_max = 13
length = {k: len(fibonacci_potential(k, 1.0)) for k in range(k_max + 1)}
golden = (1 + np.sqrt(5)) / 2
width, lower, upper = {}, {}, {}
for lam in (0.5, 2.0, 8.0, 10.0):
    for k in range(1, k_max + 1):
        n = length[k]
        assert golden ** (k - 1) <= n * (1 + 1e-12) and n <= golden ** k
        width[lam, k] = total_bandwidth(lam, k)
        lower[lam, k] = 4 * n * (lam + 5) ** (-(k - 1))
        assert width[lam, k] >= lower[lam, k] * (1 - 1e-9)
        if lam >= 8:
            upper[lam, k] = 4 * n * growth_factor(lam) ** (-(k - 1) / 2)
            assert width[lam, k] <= upper[lam, k] * (1 + 1e-9)
uniform_width = total_bandwidth(0.0, k_max)
assert abs(uniform_width - 4) < 1e-9

# A power law has a steady logarithmic slope; an exponential has a steady rate
exponent, rate, exponential_guess = {}, {}, {}
for lam in (2.0, 8.0):
    for k in (7, 10, 13):
        drop = -np.log(width[lam, k] / width[lam, k - 3])
        exponent[lam, k] = drop / np.log(length[k] / length[k - 3])
        rate[lam, k] = drop / (length[k] - length[k - 3])
    assert abs(exponent[lam, 13] - exponent[lam, 10]) < 0.05
    assert rate[lam, 13] < 0.2 * rate[lam, 7]
    exponential_guess[lam] = width[lam, 7] * np.exp(
        -rate[lam, 7] * (length[13] - length[7]))
    assert exponential_guess[lam] < 0.1 * width[lam, 13]

# Worked example
print("Energies and bandwidths in units of the hopping t; lengths in sites")
escaping, _ = trace_orbit(Fraction(0), Fraction(8), 6)
print("lam=8, E=0: x_-1..x_6 =", ", ".join(str(v) for v in escaping))
print("  invariant of its last three traces =", invariant(*escaping[-3:]))
edges0, edges1 = bloch_energies(8, 9, 0.0), bloch_energies(8, 9, np.pi)
widest = int(np.argmax(np.abs(edges0 - edges1)))
inside = bloch_energies(8, 9, np.pi / 2)[widest]
bounded, _ = trace_orbit(inside, 8.0, 9)
drift = max(abs(invariant(*bounded[i:i + 3]) - 16) for i in range(9))
assert drift < 1e-5
print(f"lam=8, widest band of 55-site cell, theta=pi/2: E = {inside:.8f} t")
print("  x_-1..x_4 =", ", ".join(f"{v:.4f}" for v in bounded[:6]))
print("  x_5..x_9  =", ", ".join(f"{v + 0.0:.4f}" for v in bounded[6:]))
print(f"  largest deviation of invariant from 16 = {drift:.1e}")
for lam in (8.0, 10.0):
    print(f"lam={lam:g}: s = {growth_factor(lam):.4f}, smallest slope ratio"
          f" found = {smallest_ratio[lam]:.4f}")
print(f"lam=8: largest |x_j| found = {largest_trace[8.0]:.4f},"
      f" bound = {1 + 8 / 2:.4f}")
print("k, F_k, B_k(lam=2), B_k(lam=8), lower and upper bound (lam=8)")
for k in range(1, k_max + 1):
    print(f"{k:2d} {length[k]:4d} {width[2.0, k]:.6f} {width[8.0, k]:.6e}"
          f" {lower[8.0, k]:.3e} {upper[8.0, k]:.3e}")
print(f"lam=0, F=377: B = {uniform_width:.6f} t")
for lam in (2.0, 8.0):
    for k in (7, 10, 13):
        print(f"lam={lam:g}, F={length[k - 3]} to {length[k]}: power exponent"
              f" = {exponent[lam, k]:.4f}, rate per site = {rate[lam, k]:.3e}")
    print(f"lam={lam:g}: exponential law fixed on F=5 and 21 gives"
          f" B(377) = {exponential_guess[lam]:.2e} t")
weakest = np.log(growth_factor(8.0)) / (2 * np.log(golden)) - 1
strongest = np.log(8 + 5) / np.log(golden) - 1
assert weakest < exponent[8.0, 13] < strongest
print(f"lam=8: proved decay exponents bracket: {weakest:.4f} to {strongest:.4f}")
print("every check passed")
```

It prints:

```
Energies and bandwidths in units of the hopping t; lengths in sites
lam=8, E=0: x_-1..x_6 = 1, 0, -4, -1, 8, -12, -191, 4576
  invariant of its last three traces = 16
lam=8, widest band of 55-site cell, theta=pi/2: E = 7.19278438 t
  x_-1..x_4 = 1.0000, 3.5964, -0.4036, -3.9031, -0.4458, 3.8834
  x_5..x_9  = 0.4408, 3.8693, -0.4723, -4.0960, -0.0000
  largest deviation of invariant from 16 = 7.1e-15
lam=8: s = 3.0000, smallest slope ratio found = 8.0047
lam=10: s = 5.4495, smallest slope ratio found = 10.0040
lam=8: largest |x_j| found = 4.5872, bound = 5.0000
k, F_k, B_k(lam=2), B_k(lam=8), lower and upper bound (lam=8)
 1    1 4.000000 4.000000e+00 4.000e+00 4.000e+00
 2    2 2.472136 9.442719e-01 6.154e-01 4.619e+00
 3    3 2.000000 5.498344e-01 7.101e-02 4.000e+00
 4    5 1.426932 1.734260e-01 9.103e-03 3.849e+00
 5    8 1.075355 8.123011e-02 1.120e-03 3.556e+00
 6   13 0.789333 2.920286e-02 1.401e-04 3.336e+00
 7   21 0.587056 1.248318e-02 1.740e-05 3.111e+00
 8   34 0.433813 4.756042e-03 2.167e-06 2.908e+00
 9   55 0.321555 1.954622e-03 2.697e-07 2.716e+00
10   89 0.238000 7.639799e-04 3.357e-08 2.537e+00
11  144 0.176279 3.086616e-04 4.178e-09 2.370e+00
12  233 0.130521 1.220021e-04 5.200e-10 2.214e+00
13  377 0.096656 4.892564e-05 6.473e-11 2.069e+00
lam=0, F=377: B = 4.000000 t
lam=2, F=5 to 21: power exponent = 0.6189, rate per site = 5.551e-02
lam=2, F=21 to 89: power exponent = 0.6252, rate per site = 1.328e-02
lam=2, F=89 to 377: power exponent = 0.6242, rate per site = 3.129e-03
lam=2: exponential law fixed on F=5 and 21 gives B(377) = 1.54e-09 t
lam=8, F=5 to 21: power exponent = 1.8336, rate per site = 1.645e-01
lam=8, F=21 to 89: power exponent = 1.9345, rate per site = 4.108e-02
lam=8, F=89 to 377: power exponent = 1.9037, rate per site = 9.542e-03
lam=8: exponential law fixed on F=5 and 21 gives B(377) = 4.67e-28 t
lam=8: proved decay exponents bracket: 0.1415 to 4.3302
every check passed
```
